# Why jellium surface energy turns negative, and how stabilised jellium cures it: a program that tests the result

```python
"""Why the jellium surface energy is negative at high density, and its cure.

Result under test: for the same density profile
    sigma_J = sigma_SJ - (P/n) * S,
so that separately solved ground states obey
    -dv*S_SJ <= sigma_SJ - sigma_J <= -dv*S_J,   dv = -P/n.
sigma_J, sigma_SJ : surface energies of jellium and stabilised jellium
P, n   : bulk jellium pressure and density;  rs : density parameter (bohr)
S      : electrons per area outside the edge of the positive background
dv     : constant potential acting on electrons inside the background
Internal units are Hartree atomic units; the method is Kohn-Sham LDA.
"""
import os
os.environ.setdefault("OMP_NUM_THREADS", "1")
os.environ.setdefault("OPENBLAS_NUM_THREADS", "1")
from functools import lru_cache
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants, k as k_boltz
from pyscf.dft import libxc

pi = np.pi
EV = physical_constants["Hartree energy in eV"][0]
HARTREE_J = physical_constants["Hartree energy"][0]
BOHR_M = physical_constants["Bohr radius"][0]
NM = BOHR_M * 1e9
MJ = HARTREE_J / BOHR_M**2 * 1e3      # Hartree/bohr^2 -> mJ/m^2


def density(rs):
    return 3 / (4 * pi * rs**3)


def fermi_k(rs):
    return (9 * pi / 4) ** (1 / 3) / rs


def lda(n):
    """Exchange-correlation energy per electron and potential (PW92)."""
    n = np.maximum(n, 1e-30)
    rs = (3 / (4 * pi * n)) ** (1 / 3)
    ex = -0.75 * (3 * n / pi) ** (1 / 3)
    a, al = 0.0310907, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    s = np.sqrt(rs)
    q = 2 * a * (b1 * s + b2 * rs + b3 * s**3 + b4 * rs**2)
    dq = 2 * a * (b1 / (2 * s) + b2 + 1.5 * b3 * s + 2 * b4 * rs)
    log = np.log1p(1 / q)
    ec = -2 * a * (1 + al * rs) * log
    dec = -2 * a * al * log + 2 * a * (1 + al * rs) * dq / (q * q + q)
    return ex + ec, 4 / 3 * ex + ec - rs / 3 * dec


def bulk_energy(rs):
    return 0.3 * fermi_k(rs) ** 2 + lda(density(rs))[0]


def pressure_per_density(rs):
    exc, vxc = lda(density(rs))
    return 0.2 * fermi_k(rs) ** 2 + vxc - exc


def slab(rs, half_waves, dv, refine):
    """Self-consistent slab; thickness in units of pi/kF; values per face."""
    kf, nbar = fermi_k(rs), density(rs)
    thick = half_waves * pi / kf
    box = thick + 28.0
    nb = int(refine * (4 * kf + 1) * box / pi)
    ng, nm = 4 * nb, 2 * nb + 1
    x = (np.arange(ng) + 0.5) * box / ng
    edge = (box - thick) / 2
    i = np.arange(1, nb + 1)
    q = np.arange(nm) * pi / box
    sin_tab = np.sin(np.outer(x, i * pi / box)) * np.sqrt(2 / box)
    cos_tab = np.cos(np.outer(q, x))
    diff, summ = abs(i[:, None] - i[None, :]), i[:, None] + i[None, :]
    kinetic = np.diag((i * pi / box) ** 2 / 2)

    # cosine coefficients of the unit step that marks the background
    q_all = np.arange(1, 4 * nm) * pi / box
    step_all = np.empty(4 * nm)
    step_all[0] = 2 * thick / box
    step_all[1:] = 2 / box * (np.sin(q_all * (box - edge))
                              - np.sin(q_all * edge)) / q_all
    step = step_all[:nm]

    def coeff(f):
        return 2 / ng * (cos_tab @ f)

    def inner(f, g):
        return box / 2 * (f[0] * g[0] / 2 + f[1:] @ g[1:])

    n_area = nbar * thick
    precond = q**2 / (q**2 + 4 * kf / pi)
    precond[0] = 1.0
    well = (kf**2 / 2 + 0.13) / (
        1 + np.exp((abs(x - box / 2) - thick / 2 - 0.5) / 0.7))
    v = coeff(-well)
    d_x, d_r, last = [], [], None
    converged = False
    for _ in range(250):
        ham = kinetic + 0.5 * (v[diff] - v[summ])
        levels, waves = [], []
        for parity in (0, 1):
            e, c = eigh(ham[parity::2, parity::2])
            levels.append(e[:12])
            waves.append(sin_tab[:, parity::2] @ c[:, :12])
        levels = np.concatenate(levels)
        waves = np.concatenate(waves, axis=1)
        srt = np.sort(levels)
        mu = np.min((pi * n_area + np.cumsum(srt))
                    / np.arange(1, srt.size + 1))
        occ = np.maximum(mu - levels, 0) / pi
        n = (waves**2) @ occ
        exc, vxc = lda(n)
        n_c = coeff(n)
        v_es = np.zeros(nm)
        v_es[1:] = 4 * pi * (n_c - nbar * step)[1:] / q[1:] ** 2
        resid = v_es + coeff(vxc) + dv * step - v
        if np.max(abs(resid)) < 1e-6:
            converged = True
            break
        r = precond * resid
        new = v + 0.6 * r
        if last is not None:
            d_x = (d_x + [v - last[0]])[-8:]
            d_r = (d_r + [r - last[1]])[-8:]
            mx, mr = np.array(d_x).T, np.array(d_r).T
            g = np.linalg.lstsq(mr, r, rcond=None)[0]
            new = new - (mx + 0.6 * mr) @ g
        last = (v, r)
        v = new
    assert converged, "self-consistency not reached"

    filled = levels < mu
    band = np.sum(mu**2 - levels[filled] ** 2) / (2 * pi)
    t_kin = band - inner(v, n_c)
    e_xc = box / ng * np.sum(n * exc)
    rho_all = -nbar * step_all
    rho_all[:nm] += n_c
    e_es = box / 4 * np.sum(4 * pi * rho_all[1:] ** 2 / q_all**2)
    inside = inner(step, n_c)
    s_kin = (t_kin - n_area * 0.3 * kf**2) / 2
    s_xc = (e_xc - n_area * lda(nbar)[0]) / 2
    spill = (n_area - inside) / 2
    # potential in the middle, averaged over one Friedel wavelength
    v_mid = np.sum(v_es * np.cos(q * box / 2) * np.sinc(q / (2 * kf)))
    v_edge = np.sum(v_es * np.cos(q * edge))
    n_edge = n_c[0] / 2 + np.sum(n_c[1:] * np.cos(q[1:] * edge))
    # gradient correction evaluated on the LDA density
    grad = -np.sin(np.outer(x, q)) @ (q * n_c)
    rho4 = np.array([n, grad, 0 * n, 0 * n])
    e_pbe = libxc.eval_xc("PBE,PBE", rho4, spin=0, deriv=1)[0]
    pbe = box / ng * np.sum(n * (e_pbe - exc)) / 2
    return dict(sigma=s_kin + s_xc + e_es / 2 - dv * spill, kin=s_kin,
                xc=s_xc, es=e_es / 2, spill=spill, rise=v_edge - v_mid,
                n_edge=n_edge / nbar, work=np.sum(v_es) - mu, pbe=pbe)


@lru_cache(maxsize=None)
def surface(rs, dv=0.0, start=10, refine=1.0):
    """Average over one period of the quantum-size oscillation."""
    runs = [slab(rs, start + j / 4, dv, refine) for j in range(4)]
    return {key: float(np.mean([r[key] for r in runs])) for key in runs[0]}


# ---- bulk: LDA against libxc, pressure against a numerical derivative
trial_n = np.array([0.0005, 0.003, 0.02, 0.05])
ref = libxc.eval_xc("LDA_X,LDA_C_PW", trial_n, spin=0, deriv=1)
assert np.allclose(lda(trial_n)[0], ref[0], rtol=2e-5)
assert np.allclose(lda(trial_n)[1], ref[1][0], rtol=2e-5)
for rs in (2.0, 3.0, 5.0):
    slope = (bulk_energy(rs + 1e-4) - bulk_energy(rs - 1e-4)) / 2e-4
    assert abs(-rs / 3 * slope - pressure_per_density(rs)) < 1e-7
rs_p0 = brentq(pressure_per_density, 3, 6)

# ---- example: zinc-like metal (rough parameters)
RS, Z, C_OVER_A, TEMP = 2.30, 2, 1.86, 300.0
nbar, r0 = density(RS), Z ** (1 / 3) * RS
p_n = float(pressure_per_density(RS))
dv = -p_n
r_core = np.sqrt((dv + 3 * Z / (10 * r0)) / (2 * pi * nbar))


def ion_cell_energy(rs):
    """Energy per electron of an empty-core ion in a uniform neutral cell."""
    n, rad = density(rs), Z ** (1 / 3) * rs
    attract = quad(lambda r: -Z / r * n * 4 * pi * r**2, r_core, rad)[0]
    repel = quad(lambda r: (4 * pi / 3 * n * r**3) * n * 4 * pi * r,
                 0, rad)[0]
    return bulk_energy(rs) + (attract + repel) / Z


def background_potential(r):
    return -Z * (3 * r0**2 - r**2) / (2 * r0**3)


mean_dv = 3 / r0**3 * (
    quad(lambda r: -Z / r * r**2, r_core, r0)[0]
    - quad(lambda r: background_potential(r) * r**2, 0, r0)[0])
assert abs(mean_dv - dv) < 1e-9
cell_slope = (ion_cell_energy(RS + 1e-3) - ion_cell_energy(RS - 1e-3)) / 2e-3
assert abs(cell_slope) < 1e-5
assert min(ion_cell_energy(RS * 0.95),
           ion_cell_energy(RS * 1.05)) > ion_cell_energy(RS)

# ---- both models over a range of densities
table = []
for rs in (2.0, RS, 3.0, 4.0, 5.0):
    pn = float(pressure_per_density(rs))
    jel, sta = surface(rs), surface(rs, -pn)
    gain = sta["sigma"] - jel["sigma"]
    # variational bounds; margin covers the self-consistency error
    assert pn * sta["spill"] - 1e-8 <= gain <= pn * jel["spill"] + 1e-8
    # force balance; margin covers residual finite-thickness oscillations
    assert abs(jel["rise"] - pn) < 1.5e-3
    assert abs(sta["rise"] - pn * (1 - sta["n_edge"])) < 1.5e-3
    assert sta["sigma"] > 0
    assert (jel["sigma"] < 0) == (rs < 2.35)
    table.append((rs, pn, jel["spill"], jel["sigma"], sta["sigma"], gain))

jel, sta = surface(RS), surface(RS, dv)
assert jel["kin"] < 0 < min(jel["es"], jel["xc"])
half = surface(RS, dv / 2)
mean_spill = (jel["spill"] + 4 * half["spill"] + sta["spill"]) / 6
gain = sta["sigma"] - jel["sigma"]
assert abs(p_n * mean_spill / gain - 1) < 0.01

# ---- thicker slabs and a larger basis
big_j = surface(RS, 0.0, 14, 1.3)
big_s = surface(RS, dv, 14, 1.3)
change = max(abs(big_j["sigma"] - jel["sigma"]),
             abs(big_s["sigma"] - sta["sigma"])) * MJ
assert change < 5

# ---- density at which the jellium surface energy vanishes
grid = np.array([2.3, 2.4, 2.5, 2.6])
lda_sig = np.array([surface(float(r))["sigma"] for r in grid])
pbe_sig = lda_sig + np.array([surface(float(r))["pbe"] for r in grid])


def zero_of(values):
    poly = np.polyfit(grid - 2.45, values * MJ, 3)
    return brentq(lambda r: np.polyval(poly, r - 2.45), grid[0], grid[-1])


rs_zero, rs_zero_pbe = zero_of(lda_sig), zero_of(pbe_sig)
assert 2.3 < rs_zero < 2.5 < rs_p0

# ---- discrete atomic layers: planar average of sheet minus uniform slab
volume = 4 * pi / 3 * r0**3
faces = []
for ratio in (np.sqrt(8 / 3), C_OVER_A):
    a_hex = (4 * volume / (np.sqrt(3) * ratio)) ** (1 / 3)
    d = ratio * a_hex / 2
    layer = 2 / d * quad(lambda x: 2 * pi * nbar
                         * (d * x - x**2 - d**2 / 4), 0, d / 2)[0]
    assert abs(layer + pi * nbar * d**2 / 6) < 1e-10
    dv_face = float(2 * pi * nbar * r_core**2 + layer)
    faces.append((ratio, d, dv_face, surface(RS, dv_face)["sigma"]))

e_fermi = fermi_k(RS) ** 2 / 2
kt = k_boltz * TEMP / HARTREE_J
thermal = 5 * pi**2 / 12 * (kt / e_fermi) ** 2

print("EXAMPLE: zinc-like metal, rough parameters")
print(f"r_s = {RS:.2f} bohr; valence z = {Z}; c/a = {C_OVER_A:.2f}")
print(f"electron density = {nbar / NM**3:.1f} nm^-3")
print(f"Fermi energy (free electrons) = {e_fermi * EV:.2f} eV")
print(f"bulk jellium energy per electron = {bulk_energy(RS) * EV:.3f} eV")
print(f"P/n of bulk jellium = {p_n * EV:.3f} eV")
print(f"constant potential dv = {dv * EV:.3f} eV")
print(f"cell radius r0 = {r0 * NM:.4f} nm")
print(f"core radius r_c = {r_core * NM:.4f} nm")
print(f"cell average of dv by quadrature = {mean_dv * EV:.3f} eV")
print("Jellium surface energy, parts in mJ/m^2:")
print(f"  kinetic = {jel['kin'] * MJ:.0f}")
print(f"  electrostatic = {jel['es'] * MJ:.0f}")
print(f"  exchange-correlation = {jel['xc'] * MJ:.0f}")
print(f"sigma_J = {jel['sigma'] * MJ:.0f} mJ/m^2")
print(f"sigma_SJ = {sta['sigma'] * MJ:.0f} mJ/m^2")
print(f"sigma_SJ - sigma_J = {gain * MJ:.0f} mJ/m^2")
print(f"lower bound (P/n)S_SJ = {p_n * sta['spill'] * MJ:.0f} mJ/m^2")
print(f"upper bound (P/n)S_J = {p_n * jel['spill'] * MJ:.0f} mJ/m^2")
print(f"coupling integral = {p_n * mean_spill * MJ:.0f} mJ/m^2")
print(f"spill-out S_J = {jel['spill'] / NM**2:.3f} nm^-2")
print(f"spill-out S_half (dv/2) = {half['spill'] / NM**2:.3f} nm^-2")
print(f"spill-out S_SJ = {sta['spill'] / NM**2:.3f} nm^-2")
print(f"edge-bulk potential rise, J = {jel['rise'] * EV:.3f} eV")
print(f"edge-bulk potential rise, SJ = {sta['rise'] * EV:.3f} eV")
print(f"n(edge)/n in SJ = {sta['n_edge']:.3f}")
print(f"force-balance value, SJ = {p_n * (1 - sta['n_edge']) * EV:.3f} eV")
print(f"work function, J = {jel['work'] * EV:.2f} eV")
print(f"work function, SJ = {sta['work'] * EV:.2f} eV")
print(f"largest change, thicker slab/basis = {change:.1f} mJ/m^2")
print("TABLE: r_s(bohr) P/n(eV) S_J(nm^-2) sig_J sig_SJ diff(mJ/m^2)")
for rs, pn, sp, sj, ss, gn in table:
    print(f"  {rs:.2f} {pn * EV:7.3f} {sp / NM**2:6.3f} "
          f"{sj * MJ:6.0f} {ss * MJ:6.0f} {gn * MJ:6.0f}")
print(f"sigma_J = 0 at r_s = {rs_zero:.2f} bohr (LDA)")
print(f"sigma_J = 0 at r_s = {rs_zero_pbe:.2f} bohr (PBE on LDA density)")
print(f"P = 0 at r_s = {rs_p0:.2f} bohr")
print("NEGLECTED EFFECTS for the example")
print(f"PBE shift of sigma_J = {jel['pbe'] * MJ:.0f} mJ/m^2")
print(f"PBE shift of sigma_SJ = {sta['pbe'] * MJ:.0f} mJ/m^2")
for ratio, d, dvf, sig in faces:
    print(f"layers, c/a = {ratio:.3f}: spacing = {d * NM:.4f} nm")
    print(f"  dv = {dvf * EV:.3f} eV, sigma = {sig * MJ:.0f} mJ/m^2")
print(f"relative thermal electron energy, {TEMP:.0f} K = {thermal:.1e}")
print("ALL CHECKS PASSED")
```

Output:

```
EXAMPLE: zinc-like metal, rough parameters
r_s = 2.30 bohr; valence z = 2; c/a = 1.86
electron density = 132.4 nm^-3
Fermi energy (free electrons) = 9.47 eV
bulk jellium energy per electron = -0.879 eV
P/n of bulk jellium = 1.805 eV
constant potential dv = -1.805 eV
cell radius r0 = 0.1533 nm
core radius r_c = 0.0565 nm
cell average of dv by quadrature = -1.805 eV
Jellium surface energy, parts in mJ/m^2:
  kinetic = -2750
  electrostatic = 627
  exchange-correlation = 2019
sigma_J = -104 mJ/m^2
sigma_SJ = 744 mJ/m^2
sigma_SJ - sigma_J = 848 mJ/m^2
lower bound (P/n)S_SJ = 782 mJ/m^2
upper bound (P/n)S_J = 917 mJ/m^2
coupling integral = 848 mJ/m^2
spill-out S_J = 3.172 nm^-2
spill-out S_half (dv/2) = 2.929 nm^-2
spill-out S_SJ = 2.703 nm^-2
edge-bulk potential rise, J = 1.804 eV
edge-bulk potential rise, SJ = 1.036 eV
n(edge)/n in SJ = 0.426
force-balance value, SJ = 1.036 eV
work function, J = 3.68 eV
work function, SJ = 4.08 eV
largest change, thicker slab/basis = 0.1 mJ/m^2
TABLE: r_s(bohr) P/n(eV) S_J(nm^-2) sig_J sig_SJ diff(mJ/m^2)
  2.00   2.750  4.611   -864    983   1847
  2.30   1.805  3.172   -104    744    848
  3.00   0.676  1.552    224    385    160
  4.00   0.060  0.708    164    170      7
  5.00  -0.172  0.381     98     87    -11
sigma_J = 0 at r_s = 2.39 bohr (LDA)
sigma_J = 0 at r_s = 2.44 bohr (PBE on LDA density)
P = 0 at r_s = 4.19 bohr
NEGLECTED EFFECTS for the example
PBE shift of sigma_J = -59 mJ/m^2
PBE shift of sigma_SJ = -73 mJ/m^2
layers, c/a = 1.633: spacing = 0.2265 nm
  dv = -1.294 eV, sigma = 518 mJ/m^2
layers, c/a = 1.860: spacing = 0.2471 nm
  dv = -2.266 eV, sigma = 939 mJ/m^2
relative thermal electron energy, 300 K = 3.1e-05
ALL CHECKS PASSED
```
